# How Large Is the Frequency Correction to K-L Breit Exchange?

## Question

The Breit interaction treats the exchange of a transverse photon between two electrons as instantaneous. When the electrons swap a K and an L orbital, however, the photon carries the energy difference of the two shells. How large is the resulting correction in an ion with closed K and L shells, how does it scale with the nuclear charge \(Z\), and at what \(Z\) does it reach 1 eV?

## Answer

### The model

Take ten electrons filling 1s, 2s, 2p\(_{1/2}\) and 2p\(_{3/2}\). Their orbitals are solutions of the Dirac equation in the field of a bare point nucleus, without screening. Hartree atomic units are used, so \(c=1/\alpha\), where \(\alpha\) is the fine-structure constant. Bold \(\boldsymbol\alpha\) denotes the Dirac matrices. The gauge is the Coulomb gauge, and the division of the energy into Coulomb, static Breit and frequency parts refers to it.

An electron has charge \(-1\), so its coupling to the transverse field is \(\boldsymbol\alpha\cdot\mathbf A\). In a volume \(\mathcal V\), a mode of wavenumber \(k\) has energy \(ck\) and field amplitude \(\sqrt{2\pi c/(k\mathcal V)}\).

Let \(a\) be a K state, \(b\) an L state, and \(w=(\varepsilon_b-\varepsilon_a)/c\). In second-order perturbation theory the exchange has two time orderings. If the electron in \(a\) emits first, the initial energy minus the intermediate energy is \(\varepsilon_a-\varepsilon_b-ck=-c(k+w)\). If the electron in \(b\) emits first, it is \(-c(k-w)\). The inverse denominators add to

\[
-\frac1c\left[\frac1{k+w}+\frac1{k-w}\right]=-\frac{2k}{c}\,\frac1{k^2-w^2}.
\]

The intermediate states have two electrons in one orbital, which the exclusion principle forbids. The one-electron self-energies, summed over all intermediate states, contain the same terms with opposite sign, so they cancel in the complete energy. The division followed here counts one set as exchange and the other as self-energy.

Define the transition strength

\[
S(k)=\sum_{a,b}\ \sum_{i\perp\mathbf k}\left|\langle a|\alpha_i e^{i\mathbf k\cdot\mathbf r}|b\rangle\right|^2 ,
\]

summed over the magnetic states of both subshells. Since the subshells are full, \(S\) does not depend on the direction of \(\mathbf k\). Antisymmetry gives the exchange term a minus sign, which cancels the minus sign of the denominators. Multiplying by the squared field amplitude gives

\[
E(w)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{2\pi c}{k}\,\frac{2k}{c}\,\frac{S(k)}{k^2-w^2}
=\frac2\pi\,\mathrm P\!\!\int_0^\infty\!\frac{k^2S(k)}{k^2-w^2}\,dk .
\]

The last step uses \(d^3k=4\pi k^2dk\). The principal value \(\mathrm P\) selects the real part, which is the energy shift.

### The static limit and the size of the correction

The operator behind \(E(w)\) is

\[
V=-\sum_{ij}\alpha_{1i}\alpha_{2j}\,\mathrm P\!\!\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi e^{i\mathbf k\cdot\mathbf r}}{k^2-w^2}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right),
\]

with \(\mathbf r=\mathbf r_1-\mathbf r_2\). The Fourier transform of \(4\pi/(k^2-w^2)\) is \(\cos(wr)/r\). In the second term, \(k_ik_j\) becomes \(-\partial_i\partial_j\), and

\[
\frac1{k^2(k^2-w^2)}=\frac1{w^2}\left[\frac1{k^2-w^2}-\frac1{k^2}\right].
\]

Therefore

\[
V=-\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2\frac{\cos wr}{r}
-(\boldsymbol\alpha_1\!\cdot\nabla)(\boldsymbol\alpha_2\!\cdot\nabla)\frac{\cos wr-1}{w^2r}.
\]

Now expand \((\cos wr-1)/(w^2r)=-r/2+w^2r^3/24-\dots\). The derivatives needed are \(\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/r\) and \(\partial_i\partial_jr^3=3r(\delta_{ij}+\hat r_i\hat r_j)\). At \(w=0\) the two terms combine to the Breit operator,

\[
V_0=-\frac1{2r}\left[\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\!\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\!\cdot\hat{\mathbf r})\right].
\]

At order \(w^2\), the first term of \(V\) gives \(\tfrac12w^2r\,\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2\). The second gives \(-\tfrac18w^2r\) times the bracket in \(V_0\). The sum is

\[
V_2=\frac{w^2r}{8}\left[3\,\boldsymbol\alpha_1\!\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\!\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\!\cdot\hat{\mathbf r})\right].
\]

There is no term linear in \(w\), because \(V\) is even in \(w\). Relative to \(V_0\), the correction is of order \((wr)^2\).

To leading order the shell energies are \(-Z^2/2\) and \(-Z^2/8\), so \(w=\tfrac38\alpha Z^2\). With \(r\sim1/Z\) this gives \(wr\sim\tfrac38Z\alpha\). Each \(\boldsymbol\alpha\) contributes a velocity divided by \(c\), of order \(Z\alpha\), and \(1/r\) contributes \(Z\). Hence

\[
E_{\text{static}}\sim\alpha^2Z^3,\qquad
\Delta E\sim(Z\alpha)^2\,\alpha^2Z^3=\alpha^4Z^5 .
\]

The other pairs matter little. In a direct term each electron keeps its orbital, so \(w=0\), and the same holds for K-K exchange. For L-L exchange in the unscreened field the only energy differences are fine-structure intervals, of order \(\alpha^2Z^4\). Then \(wr\sim(Z\alpha)^3\), and the relative correction is of order \((Z\alpha)^6\).

The power law is settled, but not the coefficient or its sign. Both are needed to locate 1 eV.

### Transition currents at small \(Z\alpha\)

Subtracting the static energy and using \(k^2/(k^2-w^2)-1=w^2/(k^2-w^2)\) gives

\[
E_{\text{static}}=\frac2\pi\int_0^\infty\!S\,dk,\qquad
\Delta E=\frac{2w^2}{\pi}\,\mathrm P\!\!\int_0^\infty\!\frac{S(k)}{k^2-w^2}\,dk .
\]

For small \(Z\alpha\) the lower half of a Dirac spinor is \(\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)\), where \(\varphi\) is the upper half. With \(e\equiv e^{i\mathbf k\cdot\mathbf r}\),

\[
\langle a|\alpha_ie|b\rangle=\frac1{2c}\langle\varphi_a|\sigma_i e\,\boldsymbol\sigma\!\cdot\mathbf p+\boldsymbol\sigma\!\cdot\mathbf p\,\sigma_i e|\varphi_b\rangle .
\]

Use \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l\) and \(ep_j-p_je=-k_je\). The operator becomes \(ep_i+p_ie+i(\boldsymbol\sigma\times\mathbf k)_ie\). For a component perpendicular to \(\mathbf k\), \(p_i\) commutes with \(e\), so

\[
\langle a|\alpha_ie|b\rangle=\frac1c\left[P_i+\frac i2(\boldsymbol\sigma\times\mathbf k)_iF\right],\quad
P_i=\langle a|p_ie|b\rangle,\quad F=\langle a|e|b\rangle ,
\]

where \(P_i\) and \(F\) contain only the spatial orbitals. The first term is the convection current, the second the spin current.

Put \(\mathbf k\) along \(z\). Then \(\boldsymbol\sigma\times\mathbf k=k(\sigma_y,-\sigma_x,0)\), and the squares of its components sum to \(2k^2\). The spin trace of this is \(4k^2\), while the cross term vanishes because a single \(\sigma\) has zero trace. With the sum over spatial orbitals,

\[
S=\frac1{c^2}\sum_{\text{orb}}\left[2\sum_{i=x,y}|P_i|^2+k^2|F|^2\right].
\]

Hydrogenic orbitals scale with length \(1/Z\). With \(k=Zq\), this means \(S=(Z\alpha)^2s(q)\), where \(s\) is computed at \(Z=1\). Let \(\beta=\tfrac32\), the sum of the decay constants \(1\) and \(\tfrac12\), and \(D=q^2+\beta^2\).

**1s-2s.** The orbitals are \(e^{-r}/\sqrt\pi\) and \((1-r/2)e^{-r/2}/\sqrt{8\pi}\). Neither selects a direction, so the convection amplitude lies along \(\mathbf k\) and has no transverse part. The transform of \(e^{-\beta r}\) is \(8\pi\beta/D^2\). That of \(re^{-\beta r}\) is minus its \(\beta\)-derivative, \(-8\pi/D^2+32\pi\beta^2/D^3\). Thus

\[
F=\frac1{\sqrt8}\left[\frac{8\beta+4}{D^2}-\frac{16\beta^2}{D^3}\right]
=\frac{16D-36}{\sqrt8\,D^3}=\frac{4\sqrt2\,q^2}{D^3},
\qquad s_{2s}=\frac{32q^6}{D^6}.
\]

**1s-2p.** The three 2p orbitals are \(r_me^{-r/2}/\sqrt{32\pi}\) with \(m=x,y,z\). In \(F\) only \(m=z\) survives:

\[
F=\frac{1}{\pi\sqrt{32}}\left(-i\frac{d}{dq}\right)\frac{8\pi\beta}{D^2}=i\,\frac{6\sqrt2\,q}{D^3}\equiv ib .
\]

In \(P_i\), let \(p_i\) act on the 1s orbital, which gives \(i\hat r_i\varphi_{1s}\), or \(-i\hat r_i\varphi_{1s}\) after conjugation. The remaining integral contains \(r_ir_m/r\), and for transverse \(i\) only \(m=i\) survives. Since the transform of \(e^{-\beta r}/r\) is \(4\pi/D\), that of \(x^2e^{-\beta r}/r\) is \(-\partial^2(4\pi/D)/\partial q_x^2=8\pi/D^2\) at \(q_x=0\). So \(P_i=-ia\) with \(a=\sqrt2/D^2\), for \(m=i=x\) and for \(m=i=y\). Then

\[
s_{2p}=4a^2+q^2b^2=\frac8{D^4}+\frac{72q^4}{D^6}.
\]

### Coefficients and sign

The pole at \(k=w\) is removed by a subtraction. The antiderivative of \(1/(k^2-w^2)\) is \((2w)^{-1}\ln|(k-w)/(k+w)|\). It vanishes at \(k=0\) and at infinity, and the contributions from \(w\pm\eta\) cancel as \(\eta\to0\). The principal value of the integral is therefore zero, and \(S(k)\) may be replaced by \(S(k)-S(w)\). The integrand is then regular, and \(w\) may be set to zero inside it to leading order. With \(w^2=\tfrac9{64}\alpha^2Z^4\) and \(dk/k^2=dq/(Zq^2)\),

\[
\Delta E=\alpha^4Z^5\,\frac9{32\pi}\int_0^\infty\!\frac{s(q)-s(0)}{q^2}\,dq,\qquad
E_{\text{static}}=\alpha^2Z^3\,\frac2\pi\int_0^\infty\!s\,dq .
\]

The integrals follow from the substitution \(q^2=\beta^2t\) and the beta function:

\[
J_{mn}=\int_0^\infty\!\frac{q^m}{D^n}dq=\frac{\beta^{m+1-2n}}2\,\frac{\Gamma(\frac{m+1}2)\,\Gamma(n-\frac{m+1}2)}{\Gamma(n)} .
\]

The values needed are

\[
J_{66}=\frac{\pi}{1296},\quad J_{46}=\frac{\pi}{2916},\quad J_{04}=\frac{20\pi}{2187},\quad J_{26}=\frac{7\pi}{19683},\quad J_{05}=\frac{70\pi}{19683}.
\]

The static coefficients, in units of \(\alpha^2Z^3\), are

\[
\text{2s: }\ \frac2\pi\,32J_{66}=\frac4{81},\qquad
\text{2p: }\ \frac2\pi\,(8J_{04}+72J_{46})=\frac{428}{2187}.
\]

For the frequency part, the spin terms vanish at \(q=0\) and need no subtraction. They give \(\frac9{32\pi}32J_{46}=\frac1{324}\) for 2s and \(\frac9{32\pi}72J_{26}=\frac7{972}\) for 2p. The convection term is integrated by parts. The boundary terms vanish, since \(D^{-4}-\beta^{-8}\) is of order \(q^2\) at small \(q\) and bounded at large \(q\):

\[
8\int_0^\infty\!\frac{D^{-4}-\beta^{-8}}{q^2}dq=8\int_0^\infty\!\frac1q\frac{dD^{-4}}{dq}dq=-64J_{05},
\qquad -\frac{9}{32\pi}\,64J_{05}=-\frac{140}{2187}.
\]

Adding the static parts and the frequency parts gives

\[
E_{\text{static}}=\frac{536}{2187}\alpha^2Z^3,\qquad
\Delta E=\left(\frac1{324}+\frac7{972}-\frac{140}{2187}\right)\alpha^4Z^5=-\frac{235}{4374}\,\alpha^4Z^5,
\]

\[
\frac{\Delta E}{E_{\text{static}}}=-\frac{235}{1072}(Z\alpha)^2\approx-0.219\,(Z\alpha)^2 .
\]

The sign has a direct reading. The factor \(w^2/(k^2-w^2)\) is positive for photons with \(k>w\) and negative for \(k<w\), and for constant strength the two ranges cancel. The convection strength of the dipole transition 1s-2p is largest at \(k=0\), so the negative range wins. The spin strengths vanish at \(k=0\) and contribute positively. They exceed the convection strength at large \(q\), but the weight \(1/q^2\) favours small \(q\), so their total contribution, \(\frac1{324}+\frac7{972}=\frac5{486}\approx0.010\), is well below the convection magnitude \(\frac{140}{2187}\approx0.064\).

### Where it reaches 1 eV

The unit of the correction is \(\alpha^4\) hartree \(=7.716\times10^{-8}\) eV. With a coefficient of one, the condition would be

\[
Z=\left(\frac{1}{7.716\times10^{-8}}\right)^{1/5}=26.5 .
\]

With the derived coefficient, \(|\Delta E|=1\) eV requires

\[
Z=\left(\frac{1}{0.05373\times7.716\times10^{-8}}\right)^{1/5}=47.5 .
\]

The coefficient lowers the energy by a factor of almost 19 at fixed \(Z\). The fifth root turns this into a factor of 1.8 in \(Z\), which is still a shift of 21 units.

At \(Z=47.5\) the parameter \(Z\alpha\) is about 0.35, so the leading law needs a check. The exchange energy was therefore also computed with full Dirac orbitals and the unexpanded kernel. For the sum over K-L pairs this gives:

| \(Z\) | static (eV) | frequency (eV) | ratio\(/(Z\alpha)^2\) |
|---|---|---|---|
| 10 | 0.356 | −0.0004 | −0.219 |
| 30 | 9.74 | −0.100 | −0.214 |
| 50 | 46.4 | −1.27 | −0.205 |
| 60 | 81.9 | −3.12 | −0.199 |

The magnitude passes 1 eV at \(Z=47.7\). It is 0.93 eV at \(Z=47\) and 1.04 eV at \(Z=48\), so 48 is the first whole nuclear charge above the mark in this model. At the crossing the static K-L exchange is 40.0 eV, and the correction is 2.5% of it. The leading law gives −1.02 eV there, 2% too large in magnitude. Since \(Z\) varies as the fifth root of the energy, this moves the crossing by only 0.4%, or 0.2 units. The L-L correction at the same point is \(5\times10^{-5}\) eV, which confirms that it can be dropped.

### An uneven split between the 2p subshells

At the crossing the frequency parts are +0.057 eV for 1s-2s, −0.038 eV for 1s-2p\(_{1/2}\) and −1.019 eV for 1s-2p\(_{3/2}\). The subshells 2p\(_{1/2}\) and 2p\(_{3/2}\) hold two and four electrons, yet their contributions are far from the ratio 1:2.

The reason is interference between convection and spin currents. It cancels in the sum over all 2p states, but not within one subshell. A 2p\(_{1/2}\) state has the upper half \(3^{-1/2}\sum_m\sigma_m\varphi_m\chi\), where \(\varphi_m\) are the three 2p orbitals and \(\chi\) is a constant spinor. For \(i=x\), the bracket in the transition current becomes, with \(\sigma_y\sigma_z=i\sigma_x\),

\[
\frac1{\sqrt3}\left[-ia\,\sigma_x-\frac{qb}2\,\sigma_y\sigma_z\right]
=-\frac{i}{\sqrt3}\left(a+\frac{qb}2\right)\sigma_x .
\]

The \(y\) component has the same form with \(\sigma_y\). The two amplitudes add, and the spin trace gives

\[
s_{1/2}=\frac43\left(a+\frac{qb}2\right)^2=\frac13\left[s_{2p}+\frac{48q^2}{D^5}\right].
\]

The extra term vanishes at \(q=0\) and raises the frequency coefficient. Inside the bracket it adds \(\frac9{32\pi}48J_{05}=\frac{35}{729}\) to the 2p sum \(-\frac{497}{8748}\). Hence

\[
\text{2p}_{1/2}:\ \frac13\left(-\frac{497}{8748}+\frac{420}{8748}\right)=-\frac{77}{26244},\qquad
\text{2p}_{3/2}:\ -\frac{497}{8748}+\frac{77}{26244}=-\frac{707}{13122}.
\]

The 2p\(_{1/2}\) part is thus a small remainder of two nearly equal terms. Scaled to the leading-law total of −1.02 eV, these coefficients give −0.06 eV and −1.02 eV, against the Dirac values −0.038 eV and −1.019 eV. The 2p\(_{3/2}\) part agrees to better than 1%. For 2p\(_{1/2}\) the leading law, −0.056 eV before rounding, is too large in magnitude by almost half of the Dirac value. The two terms that nearly cancel in it are −0.36 eV and +0.30 eV at this \(Z\). The discrepancy of about 0.02 eV is 5 to 6% of either term, within the size \((Z\alpha)^2\approx0.12\) of the neglected corrections.

### Limits of the estimate

The expansion parameter is \((Z\alpha)^2\), and the drift in the last column of the table shows how the leading ratio weakens as \(Z\) grows. Up to \(Z=60\) it changes by about a tenth.

The model leaves out screening, correlation, finite nuclear size, radiative effects and the exchange of more than one photon. Screening reduces both the K-L interval and the density of the L electrons near the nucleus. With nonrelativistic Hartree-Fock orbitals and orbital energies for the ten-electron ion, the 1s-2p interval at \(Z=48\) falls from 864 to 828 hartree and the K-L frequency correction falls by about 20%. Applied to the Dirac values, this factor moves the crossing to about \(Z=50\), a shift ten times larger than the relativistic one found above. Screening also splits 2s from 2p, so the \((Z\alpha)^6\) estimate for L-L exchange belongs to the unscreened model. In an atom with more shells, exchange of the K and L shells with the outer shells adds further terms. For a full M shell in the bare-nucleus model at \(Z=48\), K-M exchange gives −0.20 eV and L-M exchange −0.10 eV, of the same sign as the K-L part. The value \(Z\approx48\) is thus an estimate for the bare-nucleus model, not a measured threshold.

The numerical check evaluates the correction at \(Z=50\) both in position space and as the principal-value integral over \(k\). The two results agree at −1.268 eV.

## Values computed for the example and the checks

```
fine-structure constant alpha = 0.007297353
1 hartree = 27.211386 eV
alpha^4 hartree = 7.71635e-08 eV
Leading coefficients, static in alpha^2 Z^3 hartree:
  1s-2s 4/81, 1s-2p 428/2187, sum 536/2187 = 0.245085
Leading coefficients, frequency part in alpha^4 Z^5 hartree:
  1s-2s 1/324 = 0.003086
  1s-2p convection -140/2187 = -0.064015
  1s-2p spin 7/972 = 0.007202
  1s-2p sum -497/8748 = -0.056813
  K-L sum -235/4374 = -0.053727
ratio / (Z alpha)^2 = -235/1072 = -0.21922
Dirac values at Z = 1, same units:
  static K-L 0.245089, frequency K-L -0.053726
  exponent of Z between Z = 1 and 2: 4.99997
Dirac K-L exchange: Z, static (eV), frequency (eV), ratio, ratio/(Z alpha)^2
   10     0.3557   -0.000414  -0.001164  -0.21867
   20     2.8607   -0.013225  -0.004623  -0.21704
   30     9.7393   -0.100021  -0.010270  -0.21428
   40    23.3757   -0.419009  -0.017925  -0.21038
   50    46.4189   -1.268471  -0.027327  -0.20527
   60    81.9270   -3.122975  -0.038119  -0.19884
Z = 50 frequency part, position space: -1.26847 eV
Z = 50 frequency part, momentum space: -1.26847 eV
1 eV crossing, coefficient set to one: Z = 26.46
1 eV crossing, leading law: Z = 47.48
1 eV crossing, Dirac orbitals and full kernel: Z = 47.66
  magnitude at Z = 47: 0.9334 eV; at Z = 48: 1.0361 eV
At the Dirac crossing:
  Z alpha = 0.3478, (Z alpha)^2 = 0.1209
  1s-2s: static 8.1949 eV, frequency 0.05680 eV
  1s-2p1/2: static 17.0166 eV, frequency -0.03816 eV
  1s-2p3/2: static 14.8129 eV, frequency -1.01863 eV
  static K-L sum = 40.0243 eV
  leading law there = -1.0192 eV
  local exponent of Z = 4.959
  L-L frequency correction = 4.70e-05 eV
```
